# Scharfetter-Gummel scheme for a Schottky contact with a thermionic boundary

## What linearity and equilibrium already fix

An n-type semiconductor fills $0\le x\le L$. The metal is at $x=0$, where the conduction-band edge has its maximum, and an ohmic contact is at $x=L$. Let $u(x)$ be the band edge measured from the metal Fermi level and divided by $kT$, $n(x)$ the electron density, and $G$ the electron flux into the metal, per area and time. The forward bias is $V$, with $v=qV/kT$ and $q>0$. The current $J=qG$ is counted positive in forward bias. SI units are used, with eV and nm where convenient.

For a given band profile, without recombination and with Maxwell statistics, the transport problem is linear in the two densities imposed from outside. These are $n_L=n(L)$ and the density $n_{eq}$ that the interface would have in equilibrium with the metal. Hence

$$G=\alpha n_L-\beta n_{eq},$$

where $\alpha$ and $\beta$ are velocities. If both reservoirs had the same Fermi level, then $n_L=n_{eq}e^{u(0)-u(L)}$ and $G$ would vanish, so $\beta=\alpha e^{u(0)-u(L)}$. At bias $V$ the Fermi level at $L$ is higher by $qV$, and

$$n_{eq}=N_Ce^{-u(0)},\qquad n_L=N_Ce^{v-u(L)}=n_{eq}\,e^{v}\,e^{u(0)-u(L)} .$$

Substitution gives

$$G=\beta\, n_{eq}\,(e^{v}-1).$$

What remains is one velocity $\beta$. The available quantities are an interface velocity $v_R$, the diffusion constant $D$ and a length $\ell$ set by the profile, so dimensional analysis gives $\beta=v_R\,f(v_R\ell/D)$. The derivation below finds $f(s)=1/(1+s)$ and identifies $\ell$. A sound discretization must keep the factor $e^v-1$ intact, because otherwise a current flows in equilibrium.

## The boundary condition

In a Maxwell distribution of density $n_0=n(0)$ and isotropic mass $m$, the flux of electrons moving toward the metal is

$$n_0\int_0^\infty w\sqrt{\frac{m}{2\pi kT}}\,e^{-mw^2/2kT}dw=n_0\sqrt{\frac{kT}{2\pi m}}\equiv n_0v_R .$$

The metal emits a flux that must balance this one in equilibrium, namely $v_Rn_{eq}$. The boundary condition is therefore

$$G=v_R(n_0-n_{eq}).$$

With $N_C=2(2\pi mkT/h_P^2)^{3/2}$, where $h_P$ is Planck's constant, and $v_R=kT/\sqrt{2\pi mkT}$,

$$qN_Cv_R=\frac{2q(2\pi mkT)kT}{h_P^3}=\frac{4\pi qmk^2}{h_P^3}T^2=A^*T^2 ,$$

which is the Richardson prefactor.

This condition is a closure. If no collisions occur near the interface, the physical density there is $n_{eq}(e^v+1)/2$, since each reservoir fills one half of velocity space. The closure then gives $n_0=n_{eq}e^v$, about twice as much at large forward bias, while the flux $v_Rn_{eq}(e^v-1)$ is the same. In that regime $n_0$ is a measure of the Fermi level and not a literal density. The same holds with frequent collisions, because the metal still supplies one half of velocity space. In a kinetic solution with a constant relaxation time and a uniform field, the physical excess density at the interface is 0.43 to 0.54 of $n_0-n_{eq}$ when the velocity $v_D$ defined below lies between $0.15v_R$ and $20v_R$.

## The continuous solution

Drift-diffusion transport with the Einstein relation $D=\mu kT/q$ gives

$$G=D(n'+nu')=De^{-u}(ne^{u})' .$$

The flux $G$ is constant in steady state. Multiplying by $e^u/D$, integrating from 0 to $L$ and dividing by $e^{u(0)}$ yields

$$\frac{G}{v_D}=n_Le^{u(L)-u(0)}-n_0=n_{eq}e^v-n_0,\qquad
\frac1{v_D}=\frac1D\int_0^Le^{u(x)-u(0)}dx .$$

The boundary condition reads $G/v_R=n_0-n_{eq}$. Adding the two eliminates $n_0$:

$$J=\frac{q\,n_{eq}(e^v-1)}{1/v_R+1/v_D}.$$

The length sought above is $\ell=D/v_D$. The interface and the barrier region act as two resistances in series.

## Flux on one grid edge

Let nodes $i$ and $i+1$ be a distance $h_i$ apart, and let $u$ be linear between them, with $\delta_i=u_{i+1}-u_i$. With $s$ the distance from node $i$, constant $G$ implies

$$\frac{d}{ds}\left(ne^{\delta_is/h_i}\right)=\frac GD e^{\delta_is/h_i}.$$

Integration over the edge gives

$$n_{i+1}e^{\delta_i}-n_i=\frac{Gh_i}{D}\,\frac{e^{\delta_i}-1}{\delta_i}.$$

Define $B(z)=z/(e^z-1)$. Since $B(z)e^z=z/(1-e^{-z})=B(-z)$,

$$G_i=a_in_{i+1}-b_in_i,\qquad a_i=\frac D{h_i}B(-\delta_i),\quad b_i=\frac D{h_i}B(\delta_i).$$

Both coefficients are positive for every real $\delta_i$. For small argument $B(z)\approx1-z/2$. In code, $e^z-1$ should come from a function accurate near $z=0$, with the expansion used at $z=0$ itself.

## Assembly, positivity and zero equilibrium current

The control volume of node 0 is half a cell. In steady state its inflow $G_0$ equals its outflow to the metal:

$$(b_0+v_R)n_0-a_0n_1=v_Rn_{eq}.$$

Interior nodes require $G_i=G_{i-1}$:

$$-b_{i-1}n_{i-1}+(b_i+a_{i-1})n_i-a_in_{i+1}=0,$$

and $n_M=n_L$ is given. If recombination is added, node 0 must receive its half-cell share of it.

Eliminate from the metal side. The first pivot is $p_0=b_0+r_0$ with $r_0=v_R$. If $p_i=b_i+r_i$, the next pivot is

$$p_{i+1}=b_{i+1}+a_i-\frac{b_ia_i}{b_i+r_i}=b_{i+1}+r_{i+1},\qquad r_{i+1}=\frac{a_ir_i}{b_i+r_i}.$$

The right-hand sides become $g_0=v_Rn_{eq}$ and $g_{i+1}=b_ig_i/p_i$, and back substitution reads $n_i=(g_i+a_in_{i+1})/p_i$. Every quantity here is positive. The solution therefore exists, is unique and is positive on any grid, and the elimination contains no subtraction.

At $v=0$ insert $n_i=n_{eq}e^{u_0-u_i}$. Then $n_{i+1}=n_ie^{-\delta_i}$, and

$$G_i=\frac D{h_i}n_i\left[B(-\delta_i)e^{-\delta_i}-B(\delta_i)\right]=0 .$$

The boundary flux also vanishes because $n_0=n_{eq}$. By uniqueness this is the discrete solution, so the equilibrium current is zero for any profile and grid, apart from rounding.

## The discrete current law and its error

Multiply the edge relation by $e^{u_i}$:

$$n_{i+1}e^{u_{i+1}}-n_ie^{u_i}=\frac{Gh_i}{D}e^{u_i}\frac{e^{\delta_i}-1}{\delta_i}.$$

The left side telescopes when summed. The current law thus holds for the scheme too, with

$$\frac1{v_D^{h}}=\sum_i\frac{h_i}{D}e^{u_i-u_0}\frac{e^{\delta_i}-1}{\delta_i},$$

which is the integral for $1/v_D$ taken over the piecewise-linear interpolant of $u$.

In a depleted layer $u''=1/L_D^2$, with the Debye length $L_D$ defined below. The interpolant then exceeds $u$ by $s(h-s)/(2L_D^2)$ inside a cell of length $h$. The cell average of this excess is $h^2/(12L_D^2)$, so to leading order

$$\frac{1/v_D^h}{1/v_D}-1\approx\frac{h^2}{12L_D^2}.$$

The current is too small by this fraction times $v_R/(v_R+v_D)$, the share of the total resistance that lies in the barrier region.

A frozen parabola $u=(W-x)^2/(2L_D^2)$ on $0\le x\le W$ gives a check. With $t=(W-x)/(\sqrt2L_D)$ and $z=W/(\sqrt2L_D)$,

$$\int_0^We^{u(x)-u(0)}dx=\sqrt2L_D\,e^{-z^2}\int_0^ze^{t^2}dt,$$

a Dawson function times $\sqrt2L_D$. For $W=6L_D$ and $h=0.1L_D$ the relative error of $1/v_D$ is $8.29\times10^{-4}$, against the estimate $8.33\times10^{-4}$. Halving $h$ reduces it to $2.08\times10^{-4}$.

## Coupling to Poisson's equation

For doping $N_D$ and permittivity $\varepsilon$, the band edge obeys

$$L_D^2u''=1-\frac n{N_D},\qquad L_D^2=\frac{\varepsilon kT}{q^2N_D},$$

with $u(0)=\Phi_B/kT$, $u(L)=\ln(N_C/N_D)+v$ and $n(L)=N_D$, where $\Phi_B$ is the barrier height. Write $n=N_Ce^{w-u}$, where $w$ is the quasi-Fermi level over $kT$. At fixed $w$, $\partial n/\partial u=-n$, which supplies the diagonal term of a Newton step. In the pseudocode, densities are in units of $N_D$ and the grid is uniform with step $h$.

```
c = (L_D/h)^2;  u[0] = Phi_B/kT;  u[M] = ln(N_C/N_D) + v
W = L_D*sqrt(2*(u[0]-u[M]))
u[i] = u[M] + max(W-x[i],0)^2/(2*L_D^2)
n[i] = exp(u[M]-u[i])
repeat, up to a maximum count:
    R[i] = c*(u[i-1]-2*u[i]+u[i+1]) - 1 + n[i]
    solve c*du[i-1] - (2*c+n[i])*du[i] + c*du[i+1] = -R[i]
          with du[0] = du[M] = 0
    u = u + du
    n = continuity(u)
until max|du| < tolerance
if not converged: report failure
J = q*N_D*v_R*(n[0]-n_eq)

continuity(u):
    a[i], b[i] from B(-delta[i]), B(delta[i])
    r = v_R;  g = v_R*n_eq
    for i = 0..M-1:
        p[i] = b[i]+r;  G[i] = g
        r = a[i]*r/p[i];  g = b[i]*g/p[i]
    n[M] = 1
    for i = M-1..0:  n[i] = (G[i]+a[i]*n[i+1])/p[i]
```

Here the array `G` stores the right-hand sides $g_i$. The numbers in this note come from a general tridiagonal solver applied to the same equations. Each iteration costs two tridiagonal solves, so time per iteration and memory both grow as $M$. Positivity is proved for the continuity solve; convergence of the outer iteration is not, hence the failure exit.

In equilibrium the potential has an independent check. With $y=u-u(L)$, Poisson's equation is $L_D^2y''=1-e^{-y}$. Multiplying by $y'$ and integrating from the neutral bulk, where $y=y'=0$, gives

$$\tfrac12L_D^2y'^2=y-1+e^{-y}.$$

The computed interface slope, taken to second order as $(u_0-u_1)/h+hu''(0)/2$, agrees with this to about one part in $10^6$; the plain difference $(u_0-u_1)/h$ is off by $2\times10^{-3}$ at $h=1$ nm.

## The two transport limits

Set $J_{TE}=qn_{eq}v_R(e^v-1)=A^*T^2e^{-\Phi_B/kT}(e^v-1)$ and $J_D=qn_{eq}v_D(e^v-1)$. Then

$$\frac J{J_{TE}}=\frac{v_D}{v_R+v_D},\qquad\frac J{J_D}=\frac{v_R}{v_R+v_D}.$$

The thermionic limit is $v_D\gg v_R$ and the diffusion limit is $v_D\ll v_R$. The leading relative deviations are $-v_R/v_D$ and $-v_D/v_R$.

To see what decides between them, let $E=|u'(0)|$, so that the band falls by about $kT$ over the distance $1/E$. For strong bending, $u(x)-u(0)\approx-Ex+x^2/(2L_D^2)$ near the interface. Expanding the quadratic part,

$$\int_0^\infty e^{-Ex}\left(1+\frac{x^2}{2L_D^2}\right)dx=\frac1E\left(1+\frac1{L_D^2E^2}\right),$$

so $v_D\approx DE[1-1/(L_DE)^2]$.

For an energy-independent mean free path $\lambda$, the scattering time at speed $w$ is $\lambda/w$. Then $D=\lambda\langle w_x^2/w\rangle=\lambda\bar v/3$, with mean speed $\bar v=\sqrt{8kT/\pi m}=4v_R$. To leading order

$$\frac{v_D}{v_R}\approx\frac43\lambda E .$$

Thermionic emission requires a mean free path long compared with the $kT$ distance. Drift-diffusion transport is then no longer justified near the barrier top. The model still returns the thermionic current, because its quasi-Fermi level is nearly flat there and the boundary condition sets the flux.

The interface density follows from $n_0=n_{eq}+G/v_R$:

$$\frac{n_0}{n_{eq}}=1+(e^v-1)\frac{v_D}{v_R+v_D}.$$

Fixing $n_0=n_{eq}$ in advance gives the right current when $v_D\ll v_R$. At a forward bias of several $kT/q$, the density itself is close to $n_{eq}$ only under the stronger condition $(e^v-1)v_D\ll v_R$.

## A worked contact

Take round model parameters: $T=300$ K, $m=0.25\,m_e$, relative permittivity 10, $N_D=10^{22}$ m$^{-3}$, $\Phi_B=0.6$ eV, $L=600$ nm and $h=1$ nm. Then $v_R=5.380\times10^4$ m/s and $L_D=37.8$ nm. The equilibrium band bending is 0.451 eV and $1/E=6.59$ nm.

For $\mu=0.01$ m$^2$/(V s) at zero bias, $D=0.01\times0.025852=2.585\times10^{-4}$ m$^2$/s and $DE=3.92\times10^4$ m/s. The correction factor $1-(6.59/37.8)^2=0.970$ lowers this to $3.81\times10^4$ m/s. Quadrature over the computed profile gives $3.80\times10^4$ m/s.

At 0.2 V the band bending is smaller and $v_D=2.657\times10^4$ m/s. With $J_{TE}=5153$ A/m$^2$,

$$J=5153\times\frac{2.657}{5.380+2.657}\ \text{A/m}^2=1704\ \text{A/m}^2=0.170\ \text{A/cm}^2 .$$

The scheme gives the same value to these digits. The mean free path is 3.6 nm, about half the $kT$ distance at zero bias, and neither limit applies. The digits are those of the model, and this intermediate regime is where the closure is least accurate. A kinetic solution with a constant relaxation time and a uniform field gives $J/J_{TE}\approx0.37$ instead of 0.33 at this $v_D/v_R$, and lies 13 to 15% above the series law for $v_D/v_R$ between 0.5 and 2.

Changing the mobility moves the contact across the transition. At $\mu=1$ m$^2$/(V s), $J/J_{TE}=0.980$. The corresponding path of 360 nm is far longer than the $kT$ distance, so this is a formal limit of the model. At $\mu=10^{-4}$ m$^2$/(V s), $J/J_D=0.995$, yet $n_0/n_{eq}=12.3$ and the quasi-Fermi level at the interface lies 0.065 eV above that of the metal. The current has reached its diffusion limit while the density is far from pinned. This too is a formal limit: the path of 0.036 nm is below an atomic spacing, where band transport does not apply, and both numbers refer to the closure density $n_0$, whose excess over $n_{eq}$ is roughly twice the physical one.

Two extreme mobilities test the limits and the error estimate together:

- At $10^3$ m$^2$/(V s), $J/J_{TE}-1=-2.0\times10^{-5}$. Scaling $v_D$ from the run at $\mu=1$ gives $-v_R/v_D=-5.38\times10^4/2.66\times10^9=-2.0\times10^{-5}$.
- At $10^{-7}$ m$^2$/(V s), $J/J_D-1=-6.3\times10^{-5}$. The grid contributes $-(1/37.8)^2/12=-5.8\times10^{-5}$ and the finite $v_R$ contributes $-v_D/v_R\approx-0.5\times10^{-5}$.

The reverse current at $\mu=0.01$ m$^2$/(V s) is not yet saturated at a few tenths of a volt. It grows from 0.972 to 1.088 A/m$^2$ in magnitude between $-0.1$ and $-0.3$ V. The factor $1-e^v$ rises by only 2%; most of the growth comes from the larger interface field, which raises $v_D$. Within the model the magnitude stays below $qn_{eq}v_R=2.25$ A/m$^2$, the value approached when $v_D\gg v_R$. In a real contact, image-force lowering adds a growth of similar size and removes this bound (see the last paragraph).

## Failure modes

**Central differences.** Replacing $n$ by its edge average gives

$$G_i=\frac D{h_i}\left[\left(1+\frac{\delta_i}2\right)n_{i+1}-\left(1-\frac{\delta_i}2\right)n_i\right].$$

Zero flux now implies

$$\ln\frac{n_i}{n_{i+1}}=\ln\frac{1+\delta_i/2}{1-\delta_i/2}=\delta_i+\frac{\delta_i^3}{12}+\dots$$

instead of $\delta_i$. Here $\delta_i<0$ in the barrier, so the bulk reservoir supports too small an interface density, and a spurious negative current flows at zero bias. For a parabolic barrier $u'=-(W-x)/L_D^2$, and the accumulated error in the logarithm is

$$\frac{h^2}{12}\int_0^Wu'^3dx=-\frac{h^2W^4}{48L_D^6}.$$

With $W/L_D\approx L_DE=5.74$ this is $-0.016$ for $h=1$ nm and $-0.40$ for $h=5$ nm. The computed spurious currents are $-0.016$ and $-0.34$ of the scale $J_{sat}=qn_{eq}/(1/v_R+1/v_D)$; the second agrees with $e^{-0.40}-1=-0.33$ at this order. On the same potential the current from the exponential edge flux derived above, known as the Scharfetter-Gummel scheme, stays below $10^{-12}J_{sat}$ in magnitude on both grids. For $\delta_i<-2$ the central coefficient of $n_{i+1}$ turns negative, and the positivity proof is lost.

**Reading the current from a bulk edge.** There $G_i$ is a difference of two terms of size $(D/h)N_D\approx2.6\times10^{27}$ m$^{-2}$s$^{-1}$, while $J_{sat}/q\approx5.8\times10^{18}$ m$^{-2}$s$^{-1}$. A relative rounding error of $10^{-16}$ in each term becomes an error of order $10^{-7}$ to $10^{-8}$ of $J_{sat}/q$. The boundary expression $v_R(n_0-n_{eq})$ avoids this. It has its own cancellation when $n_0$ is very close to $n_{eq}$.

**Bias near flat band.** The starting parabola needs $u(0)>u(L)$, hence $V<0.451$ V here. Close to that value the strong-bending formula for $v_D$ fails and the neutral region contributes to the integral.

**Physics outside the model.** Tunnelling adds a parallel path through thin barriers. The image force lowers and displaces the barrier maximum, which is where the thermionic condition belongs. It is not small here. With relative permittivity 10 the lowering is 20 to 27 meV, about $kT$, between 0.2 and $-0.3$ V, and the maximum lies about 3 nm inside. Added to the same profiles, it raises the current by a factor of 1.8 to 2.4, and the reverse growth from $-0.1$ to $-0.3$ V becomes 22% instead of 12%. Degenerate doping invalidates both Maxwell statistics and the simple Einstein relation; here $N_D/N_C=0.003$. The numerical output lists the full sweeps.

## Numbers as computed

```
temperature 300 K, kT 0.025852 eV
mass 0.25 m_e, relative permittivity 10
doping 1.0e+22 m^-3, barrier 0.60 eV
length 600 nm, grid step 1.0 nm
N_C 3.1368e+24 m^-3, n_eq 2.6117e+14 m^-3
Debye length L_D 37.798 nm
Richardson constant 3.0043e+05 A m^-2 K^-2
v_R 5.3802e+04 m/s, by quadrature 5.3802e+04 m/s
equilibrium band bending 0.4514 eV = 17.461 kT
kT fall distance at interface 6.588 nm
interface slope, numerical/first integral 1.0000009
at mobility 0.01 m^2/(V s), zero bias:
  v_D quadrature 3.7964e+04 m/s
  v_D leading 3.9243e+04, corrected 3.8051e+04 m/s
  saturation scale J_sat 9.3138e-01 A/m^2
equilibrium current / J_sat (dimensionless):
  Scharfetter-Gummel: 5 nm -3.0e-14, 1 nm 2.2e-13
  central difference: 5 nm -0.3437, 1 nm -0.0158
rough potential: |n_0/n_eq - 1| = 6.9e-15
parabolic barrier: h/L_D, relative error of 1/v_D, h^2/(12 L_D^2)
  0.100  8.2894e-04  8.3333e-04
  0.050  2.0806e-04  2.0833e-04
  0.025  5.2066e-05  5.2083e-05
mobility sweep at 0.2 V, J_TE = 5.1534e+03 A/m^2
  mu[m^2/Vs] path[nm] v_D[m/s] J[A/m^2] J/J_TE J/J_D n0/n_eq E_Fn(0)[eV]
  1e-04 0.03604 2.6573e+02 2.5326e+01 0.00491 0.99503 12.25 0.06477
  1e-03 0.3604 2.6572e+03 2.4253e+02 0.04706 0.95288 108.73 0.12122
  1e-02 3.604 2.6571e+04 1.7036e+03 0.33058 0.66938 757.73 0.17141
  1e-01 36.04 2.6567e+05 4.2855e+03 0.83158 0.16841 1904.6 0.19523
  1e+00 360.4 2.6566e+06 5.0511e+03 0.98015 0.01985 2244.6 0.19948
formal limit mu=1e3 m^2/(V s): J/J_TE - 1 = -2.03e-05
formal limit mu=1e-7 m^2/(V s): J/J_D - 1 = -6.30e-05
bias sweep at mobility 0.01 m^2/(V s)
  V[V] v_D[m/s] J scheme[A/m^2] J series law[A/m^2]
  -0.3 5.0293e+04 -1.08767e+00 -1.08770e+00
  -0.1 4.2478e+04 -9.72469e-01 -9.72501e-01
  +0.1 3.2818e+04 3.99639e+01 3.99653e+01
  +0.2 2.6571e+04 1.70362e+03 1.70369e+03
  +0.3 1.6933e+04 5.90584e+04 5.90608e+04
main current at 0.2 V: 1.7036e+03 A/m^2 = 1.7036e-01 A/cm^2
```
